# Intersubband Coulomb length and depolarisation shift in a doped GaAs well: test program

```python
"""Depolarisation shift of the 1->2 intersubband line in an infinite well.

Result under test:
    S = integral_0^L G(z)^2 dz = 5 L / (9 pi^2),  G(z) = integral_0^z phi1 phi2
    E_line^2 = E21^2 + 2 E21 K,   K = e^2 n S / (eps0 eps)
L: well width, n: sheet density of electrons (all in subband 1),
phi1, phi2: the two lowest states, E21: their energy difference,
eps: relative background permittivity, K: Coulomb energy of the transition.
Internal units: nm, eV, fs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HBAR2_M0 = const.hbar**2 / (const.m_e * const.e) * 1e18   # eV nm^2
COULOMB = const.e / const.epsilon_0 * 1e9                 # e^2/eps0, eV nm
HBAR = const.hbar / const.e * 1e15                        # eV fs
KB = const.k / const.e                                    # eV/K

# Inputs of the example (rough values for GaAs / AlGaAs)
width = 15.0            # nm
density = 0.01          # nm^-2, equal to 1e12 cm^-2
mass = 0.067            # in electron masses
eps_high = 10.9
eps_static = 12.9
barrier = 0.25          # eV
mass_barrier = 0.092
phonon_lo = 0.036       # eV
band_gap = 1.5          # eV, sets the nonparabolicity
temperature = 77.0      # K

# Infinite-well states on a midpoint grid
points = 600
step = width / points
z = (np.arange(points) + 0.5) * step
levels = 12
index = np.arange(1, levels + 1)
phi = np.sqrt(2 / width) * np.sin(np.pi * np.outer(index, z) / width)
energy = HBAR2_M0 * (np.pi * index / width)**2 / (2 * mass)
kernel = -0.5 * np.abs(z[:, None] - z[None, :])
dipole = (phi * (z - width / 2)) @ phi.T * step
gap = energy[1] - energy[0]


def line_energy(bare_gap, coulomb_energy):
    return np.sqrt(bare_gap**2 + 2 * bare_gap * coulomb_energy)


# Coulomb length: formula against the double Coulomb integral
S = 5 * width / (9 * np.pi**2)
product = phi[0] * phi[1]
S_double = product @ kernel @ product * step**2
assert abs(S_double / S - 1) < 5e-5      # grid error of the kink in |z-z'|

K = COULOMB * density * S / eps_high
line = line_energy(gap, K)
shift = line - gap
z12 = 16 * width / (9 * np.pi**2)
assert abs(abs(dipole[0, 1]) / z12 - 1) < 1e-4


def kicked_gas(count, sheet_density, kick=0.002, duration=2000.0):
    """Nonlinear time-dependent Hartree motion after a kick exp(i kick z)."""
    pairs = (phi[:count, None, :] * phi[None, :count, :]).reshape(-1, points)
    tensor = pairs @ kernel @ pairs.T * step**2
    tensor *= COULOMB * sheet_density / eps_high
    rest = np.zeros((count, count))
    rest[0, 0] = 1.0
    bare = energy[:count] - energy[0]
    start = 1j * kick * dipole[:count, 0]
    start[0] += 1.0
    start /= np.linalg.norm(start)

    def velocity(_, c):
        change = np.outer(c.conj(), c).real - rest
        potential = (tensor @ change.ravel()).reshape(count, count)
        return -1j / HBAR * (bare * c + potential @ c)

    times = np.linspace(0, duration, 8001)
    run = solve_ivp(velocity, (0, duration), start, method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-12)
    assert run.success
    c = run.y
    moment = np.einsum("it,ij,jt->t", c.conj(), dipole[:count, :count], c).real
    t, d = times[1:], moment[1:]
    k = np.where(d[:-1] * d[1:] < 0)[0]
    zeros = t[k] - d[k] * (t[k + 1] - t[k]) / (d[k + 1] - d[k])
    quantum = HBAR * np.pi * (len(zeros) - 1) / (zeros[-1] - zeros[0])
    return quantum, np.max(np.abs(moment)) / kick


line_time, amplitude_time = kicked_gas(2, density)
amplitude = 2 * z12**2 * gap / line
assert abs(line_time / line - 1) < 2e-4
assert abs(amplitude_time / amplitude - 1) < 1e-3   # sampling of the maximum


def coupled_line(count, sheet_density):
    """Lowest line when all transitions 1->j are coupled."""
    rho = phi[0] * phi[1:count]
    coupling = rho @ kernel @ rho.T * step**2
    coupling *= COULOMB * sheet_density / eps_high
    bare = energy[1:count] - energy[0]
    root = np.sqrt(bare)
    matrix = np.diag(bare**2) + 2 * np.outer(root, root) * coupling
    return np.sqrt(np.linalg.eigvalsh(matrix)[0])


# Tenfold density makes the coupling to higher subbands visible in the test
dense_time, _ = kicked_gas(6, 10 * density)
assert abs(dense_time / coupled_line(6, 10 * density) - 1) < 5e-4
line_coupled = coupled_line(levels, density)

# Low-density limit of the shift, from the time evolution
weak_time, _ = kicked_gas(2, density / 10)
assert abs((weak_time - gap) / (K / 10) - 1) < 0.03

# Filling of the subbands
states = mass / (np.pi * HBAR2_M0)       # per eV and nm^2, both spins
fermi = density / states
density_limit = states * gap
assert fermi < gap


def populations(temp):
    kt = KB * temp

    def filled(mu):
        return states * kt * np.logaddexp(0, (mu - energy) / kt)
    mu = brentq(lambda m: filled(m).sum() - density, -1.0, 1.0)
    return filled(mu)


fill_cold = populations(temperature)
fill_warm = populations(300.0)
line_warm = line_energy(gap, K * (fill_warm[0] - fill_warm[1]) / density)


# Static potential of the electrons and donors, solved self-consistently
def exchange_potential(volume_density, eps):
    return -COULOMB / (4 * np.pi * eps) * np.cbrt(3 * volume_density / np.pi)


def static_gas(sheet_density, donors_inside, with_exchange=False):
    orbital = phi[0].copy()
    donors = sheet_density / width if donors_inside else 0.0
    potential = np.zeros(points)
    for _ in range(80):
        electrons = sheet_density * orbital**2
        new = COULOMB / eps_static * (kernel @ (electrons - donors)) * step
        if with_exchange:
            new = new + exchange_potential(electrons, eps_static)
        change = np.max(np.abs(new - potential))
        potential = 0.5 * potential + 0.5 * new
        matrix = np.diag(energy) + (phi * potential) @ phi.T * step
        values, vectors = np.linalg.eigh(matrix)
        orbital = vectors[:, 0] @ phi
    assert change < 1e-9
    second = vectors[:, 1] @ phi
    rho = orbital * second
    length = rho @ kernel @ rho * step**2
    return values[1] - values[0], length


unit = COULOMB * density * width / eps_static
for inside, factor in ((True, 1 / (8 * np.pi**2)), (False, 5 / (16 * np.pi**2))):
    tiny_gap, _ = static_gas(density / 100, inside)
    assert abs((gap - tiny_gap) / (unit * factor / 100) - 1) < 0.01

gap_in, S_in = static_gas(density, True)
gap_out, S_out = static_gas(density, False)
gap_x, S_x = static_gas(density, True, True)
line_in = line_energy(gap_in, COULOMB * density * S_in / eps_high)
line_out = line_energy(gap_out, COULOMB * density * S_out / eps_high)
line_x = line_energy(gap_x, COULOMB * density * S_x / eps_high)

# Dynamic exchange (local density), checked by a finite difference
ground = density * phi[0]**2
K_exchange = np.sum(exchange_potential(ground, eps_high) * phi[1]**2) * step / 3
small = 1e-4
plus = exchange_potential(ground + small * density * product, eps_high)
minus = exchange_potential(ground - small * density * product, eps_high)
K_difference = np.sum(product * (plus - minus)) * step / (2 * small)
assert abs(K_difference / K_exchange - 1) < 1e-4
assert K_exchange < 0
line_exchange = line_energy(gap, K + K_exchange)

# Finite barriers with a different mass in the barrier
cells, fine = 900, width / 300
inside = (np.arange(cells) >= 300) & (np.arange(cells) < 600)
masses = np.where(inside, mass, mass_barrier)
padded = np.concatenate(([mass_barrier], masses, [mass_barrier]))
hop = HBAR2_M0 / (padded[:-1] + padded[1:]) / fine**2
diagonal = hop[:-1] + hop[1:] + np.where(inside, 0.0, barrier)
e_finite, v_finite = eigh_tridiagonal(diagonal, -hop[1:-1], select="i",
                                      select_range=(0, 1))


def matching(e, parity):
    k = np.sqrt(2 * mass * e / HBAR2_M0)
    decay = np.sqrt(2 * mass_barrier * (barrier - e) / HBAR2_M0)
    s, c = np.sin(k * width / 2), np.cos(k * width / 2)
    if parity == 0:
        return k * s / mass - decay * c / mass_barrier
    return k * c / mass + decay * s / mass_barrier


exact_1 = brentq(matching, 1e-6, energy[0], args=(0,))
exact_2 = brentq(matching, energy[0], energy[1], args=(1,))
assert abs(e_finite[0] / exact_1 - 1) < 2e-3
assert abs(e_finite[1] / exact_2 - 1) < 2e-3
gap_finite = e_finite[1] - e_finite[0]
G_finite = np.cumsum(v_finite[:, 0] * v_finite[:, 1])
S_finite = np.sum(G_finite**2) * fine
line_finite = line_energy(gap_finite, COULOMB * density * S_finite / eps_high)
shift_finite = line_finite - gap_finite
assert abs(shift_finite / shift - 1) < abs(gap_finite / gap - 1)


# Nonparabolic band: E (1 + E/band_gap) = parabolic energy
def bent(parabolic):
    return band_gap / 2 * (np.sqrt(1 + 4 * parabolic / band_gap) - 1)


gap_bent = bent(energy[1]) - bent(energy[0])
gap_bent_fermi = bent(energy[1] + fermi) - bent(energy[0] + fermi)

# Lattice response at the line energy
phonon_to2 = phonon_lo**2 * eps_high / eps_static
line_phonon = line
for _ in range(30):
    eps_line = eps_high * (phonon_lo**2 - line_phonon**2) / (
        phonon_to2 - line_phonon**2)
    line_phonon = line_energy(gap, K * eps_high / eps_line)
assert line > phonon_lo


def show(label, value, unit_name, digits=2):
    print(f"{label}: {value:.{digits}f} {unit_name}".rstrip())


def micron(e):
    return const.h * const.c / (e * const.e) * 1e6


show("well width L", width, "nm", 1)
show("sheet density n", density * 100, "x 1e12 cm^-2")
show("effective mass", mass, "m0", 3)
show("permittivity, high-frequency", eps_high, "", 1)
show("permittivity, static", eps_static, "", 1)
show("e^2/eps0", COULOMB, "eV nm", 3)
show("E1", energy[0] * 1e3, "meV")
show("E2", energy[1] * 1e3, "meV")
show("bare gap E21", gap * 1e3, "meV")
show("Coulomb length S, formula", S, "nm", 5)
show("Coulomb length S, double integral", S_double, "nm", 5)
show("dipole length z12", z12, "nm", 3)
show("Coulomb energy K", K * 1e3, "meV")
show("ratio 2K/E21", 2 * K / gap, "", 4)
show("line energy, formula", line * 1e3, "meV", 3)
show("line energy, time evolution", line_time * 1e3, "meV", 3)
show("depolarisation shift", shift * 1e3, "meV")
show("wavelength of bare gap", micron(gap), "um")
show("wavelength of line", micron(line), "um")
show("dipole amplitude per kick, formula", amplitude, "nm^2", 3)
show("dipole amplitude per kick, time evolution", amplitude_time, "nm^2", 3)
show("Fermi energy above E1", fermi * 1e3, "meV")
show("density where subband 2 fills", density_limit * 100, "x 1e12 cm^-2")
show("line with 12 subbands coupled", line_coupled * 1e3, "meV", 3)
show("10n: two-subband line", line_energy(gap, 10 * K) * 1e3, "meV")
show("10n: six-subband line, time evolution", dense_time * 1e3, "meV")
show("temperature of use", temperature, "K", 0)
show("share in subband 2 at 77 K", 100 * fill_cold[1] / density, "%")
show("share in subband 2 at 300 K", 100 * fill_warm[1] / density, "%")
show("shift at 300 K", (line_warm - gap) * 1e3, "meV")
show("finite barrier height", barrier * 1e3, "meV", 0)
show("barrier mass", mass_barrier, "m0", 3)
show("finite barrier: E21", gap_finite * 1e3, "meV")
show("finite barrier: S", S_finite, "nm", 3)
show("finite barrier: line", line_finite * 1e3, "meV")
show("finite barrier: shift", shift_finite * 1e3, "meV")
show("static Hartree, donors in well: E21", gap_in * 1e3, "meV")
show("static Hartree, donors in well: line", line_in * 1e3, "meV")
show("static Hartree, remote donors: E21", gap_out * 1e3, "meV")
show("static Hartree, remote donors: line", line_out * 1e3, "meV")
show("Hartree + static exchange, donors in well: E21", gap_x * 1e3, "meV")
show("Hartree + static exchange, donors in well: line", line_x * 1e3, "meV")
show("dynamic exchange energy", K_exchange * 1e3, "meV")
show("shift with dynamic exchange", (line_exchange - gap) * 1e3, "meV")
show("band gap for nonparabolicity", band_gap, "eV", 1)
show("nonparabolic E21 at k = 0", gap_bent * 1e3, "meV")
show("nonparabolic E21 at Fermi wavevector", gap_bent_fermi * 1e3, "meV")
show("LO phonon energy", phonon_lo * 1e3, "meV", 0)
show("permittivity at the line", eps_line, "", 2)
show("shift with that permittivity", (line_phonon - gap) * 1e3, "meV")
print("tests ok")
```

Running it gives:

```
well width L: 15.0 nm
sheet density n: 1.00 x 1e12 cm^-2
effective mass: 0.067 m0
permittivity, high-frequency: 10.9
permittivity, static: 12.9
e^2/eps0: 18.095 eV nm
E1: 24.94 meV
E2: 99.78 meV
bare gap E21: 74.83 meV
Coulomb length S, formula: 0.84434 nm
Coulomb length S, double integral: 0.84435 nm
dipole length z12: 2.702 nm
Coulomb energy K: 14.02 meV
ratio 2K/E21: 0.3746
line energy, formula: 87.736 meV
line energy, time evolution: 87.736 meV
depolarisation shift: 12.90 meV
wavelength of bare gap: 16.57 um
wavelength of line: 14.13 um
dipole amplitude per kick, formula: 12.453 nm^2
dipole amplitude per kick, time evolution: 12.453 nm^2
Fermi energy above E1: 35.73 meV
density where subband 2 fills: 2.09 x 1e12 cm^-2
line with 12 subbands coupled: 87.727 meV
10n: two-subband line: 163.03 meV
10n: six-subband line, time evolution: 162.50 meV
temperature of use: 77 K
share in subband 2 at 77 K: 0.05 %
share in subband 2 at 300 K: 9.36 %
shift at 300 K: 10.63 meV
finite barrier height: 250 meV
barrier mass: 0.092 m0
finite barrier: E21: 48.63 meV
finite barrier: S: 1.044 nm
finite barrier: line: 63.65 meV
finite barrier: shift: 15.02 meV
static Hartree, donors in well: E21: 72.27 meV
static Hartree, donors in well: line: 85.40 meV
static Hartree, remote donors: E21: 68.43 meV
static Hartree, remote donors: line: 81.91 meV
Hartree + static exchange, donors in well: E21: 73.72 meV
Hartree + static exchange, donors in well: line: 86.72 meV
dynamic exchange energy: -3.65 meV
shift with dynamic exchange: 9.74 meV
band gap for nonparabolicity: 1.5 eV
nonparabolic E21 at k = 0: 69.36 meV
nonparabolic E21 at Fermi wavevector: 66.68 meV
LO phonon energy: 36 meV
permittivity at the line: 10.57
shift with that permittivity: 13.28 meV
tests ok
```
